Heavier hydrogen leaves classical structure unchanged, except under rigid bonds

A first-principles molecular dynamics run spends one electronic-structure calculation on every time step, and in a system with hydrogen the fastest vibration, which limits the step, is usually a stretch of a bond to hydrogen. Giving each hydrogen a mass of 4 u instead of 1 u slows that stretch and permits a longer step. The decision is whether the bond lengths, angles and distribution functions from such a run may be reported as those of the original system.

**The belief and its appeal**

The belief to be examined says no. A heavier atom is more sluggish, so it should stray less from its equilibrium position. Its bonds should then have a narrower spread of lengths and, because real bonds are anharmonic, a different mean length.

Part of this is true: at a given temperature a heavier atom does move more slowly. But slower does not mean less far. Take a classical atom of mass m on a spring of stiffness k, so that ω² = k/m. I use atomic units in the algebra and measure temperature as an energy T, with β = 1/T. For the motion x = A cos(ωt + φ), the velocity is v = −Aω sin(ωt + φ). The squares of sine and cosine have the same average over a period, so

⟨v²⟩ = ω²⟨x²⟩.

The thermal mean of mv²/2 is T/2, which gives ⟨v²⟩ = T/m. Therefore

⟨x²⟩ = ⟨v²⟩/ω² = (T/m)(m/k) = T/k.

The heavier atom is slower, but it takes proportionately longer over each swing. The two effects cancel, and the amplitude is set by temperature and stiffness.

**The masses leave the distribution**

The cancellation does not depend on the spring being harmonic. Let R stand for all nuclear positions and let the nuclei be classical, with energy

H = Σᵢ pᵢ²/(2mᵢ) + V(R),

where i runs over all Cartesian components. V is the Born–Oppenheimer energy: the electronic energy for fixed nuclei plus the repulsion between the nuclei. It depends on nuclear charges and positions, but not on nuclear masses. Replacing the mass of hydrogen while keeping its charge leaves V as it was.

At temperature T the joint density of positions and momenta is proportional to exp(−βH). The density of positions alone follows by integrating over every momentum:

ρ(R) ∝ exp(−βV(R)) Πᵢ ∫ dpᵢ exp(−βpᵢ²/(2mᵢ)).

Each integral is a Gaussian one, equal to √(2πmᵢ/β). It contains a mass but no position. The product is thus a constant, which normalization removes:

ρ(R) = exp(−βV(R)) / ∫ dR′ exp(−βV(R′)).

The average of any fixed function of positions is an integral over this density, so it does not depend on the masses used in the run. A quantity whose definition contains the masses, such as a distance between centres of mass, counts as a fixed function only if it is evaluated with the original masses. The same holds for the relative probability of two regions of configuration space, and hence for their free-energy difference. The assumptions are classical nuclei, a mass-independent V, canonical sampling, and positions that are free to take all values. The last one matters when bonds are made rigid. Canonical sampling also means that the overall rotation of an isolated molecule keeps its thermal spread. For a planar molecule at fixed positions, the angular momentum about the centre of mass is a Gaussian variable of variance IT, with I the moment of inertia. A run that holds it at zero therefore samples exp(−βV)/√I, and I contains both the masses and the geometry. Holding the total linear momentum at zero gives only a constant factor.

**An objection from curved coordinates**

In bond lengths and angles the kinetic energy contains effective masses that change with geometry. It may seem that they must leave a trace. Let q be such coordinates, n in number, and let J be the matrix of derivatives ∂R/∂q. Then Ṙ = J q̇, and with M the diagonal matrix of masses,

E_kin = ½ Ṙᵀ M Ṙ = ½ q̇ᵀ A q̇,  A = Jᵀ M J.

The momenta are p = A q̇, so E_kin = ½ pᵀ A⁻¹ p. Along the eigenvectors of A, with eigenvalues Aⱼ, the momentum integral splits into Gaussians, each giving √(2πAⱼ/β). Their product is

(2π/β)^(n/2) √(det A).

Since J is square, det A = det M (det J)². The square root is √(det M) |det J|: a constant containing the masses, times a purely geometric factor. The masses cancel again.

**A molecule followed in time**

Consider a planar model molecule: two end atoms of mass m, each bonded to a middle atom of mass M = 12 u. The bond lengths are r₁ and r₂, and θ is the angle between the bonds. The energy is

V = S(r₁) + S(r₂) + b cos θ,
S(r) = (k/2)(x² − αx³ + (7/12)α²x⁴),  x = r − r₀.

The round parameters are k = 32 eV/Å², α = 2 Å⁻¹, r₀ = 1 Å, b = 0.05 eV and T = 0.025 eV. They represent no particular substance. Because b is positive, the energy is lowest for the straight molecule, θ = 180°.

Going from the Cartesian position of an end atom to its polar coordinates about the middle atom gives a factor r, so |det J| = r₁r₂. The density is proportional to

r₁ r₂ exp(−βV).

It is a product of a function of r₁, one of r₂ and one of θ. Numerical integration gives a mean bond length of 1.00315 Å (1.89568 bohr), ⟨x²⟩ = 8.08×10⁻⁴ Å² and ⟨cos θ⟩ = −0.698. No mass was needed.

The mean length can be checked by hand. Write s = T/k = 7.81×10⁻⁴ Å². To leading order the weight is a Gaussian of variance s, multiplied by 1 + x/r₀ from the factor r and by 1 + αx³/(2s) from the cubic energy. With ⟨x⁴⟩ = 3s² for the Gaussian,

⟨x⟩ ≈ s/r₀ + (α/(2s))(3s²) = s/r₀ + (3/2)αs
 = 0.00078 Å + 0.00234 Å = 0.0031 Å.

Anharmonicity does lengthen the bond, but by an amount that contains no mass.

Trajectories provide an independent check. They start with both bonds at r₀ and all angles equally likely. They follow Newton's equations, with velocities redrawn from the thermal distribution at intervals. For 800 trajectories per mass, after an initial part is discarded, the means and standard errors are:

m = 1 u: length 1.00314 ± 0.00002 Å
 ⟨x²⟩ = (8.07 ± 0.05)×10⁻⁴ Å²
 ⟨cos θ⟩ = −0.701 ± 0.004

m = 4 u: length 1.00315 ± 0.00002 Å
 ⟨x²⟩ = (8.10 ± 0.05)×10⁻⁴ Å²
 ⟨cos θ⟩ = −0.694 ± 0.007

All six values agree with the mass-free integrals within one standard error. The spread of bond lengths is resolved to better than 1% of its value, and a fourfold mass has not narrowed it.

**What the mass does change**

Frequencies of motions involving the altered atoms change, and with them time-dependent quantities such as vibrational spectra. To see by how much, consider small vibrations about the straight geometry. Let x₁, x₂, x₃ be displacements along the axis, with the middle atom second. The bond extensions are e₁ = x₂ − x₁ and e₂ = x₃ − x₂, and the energy is (k/2)(e₁² + e₂²). Newton's equations are

m ẍ₁ = k e₁,  M ẍ₂ = k(e₂ − e₁),  m ẍ₃ = −k e₂.

Subtracting accelerations gives

ë₁ = −(k/m)e₁ + (k/M)(e₂ − e₁),
ë₂ = −(k/m)e₂ − (k/M)(e₂ − e₁).

In the sum the terms with M cancel; in the difference they add:

symmetric stretch, e₁ + e₂: ω² = k/m,
antisymmetric stretch, e₁ − e₂: ω² = k(1/m + 2/M).

For the bend, let y₁, y₂, y₃ be displacements across the axis. The departure from 180° is δ = (y₁ + y₃ − 2y₂)/r₀, and the energy b cos(π − δ) = −b cos δ is −b + bδ²/2 to second order. The forces are −bδ/r₀ on each end atom and +2bδ/r₀ on the middle one. Hence

δ̈ = (ÿ₁ + ÿ₃ − 2ÿ₂)/r₀ = −(bδ/r₀²)(2/m + 4/M),

bend: ω² = (2b/r₀²)(1/m + 2/M).

The antisymmetric stretch is the fastest mode and sets the limit on the time step h. For a harmonic mode the Verlet method obeys

xₙ₊₁ − 2xₙ + xₙ₋₁ = −ω²h² xₙ.

Trying xₙ = zⁿ gives z² − (2 − ω²h²)z + 1 = 0. The product of the two roots is 1. If they are real and different, one exceeds 1 in size and the motion blows up. If they are a complex pair, both have size 1 and the motion stays bounded. The roots are complex when |2 − ω²h²| < 2, that is, when

h < h_max = 2/ω.

For m = 1 u the antisymmetric period is 10.47 fs and h_max = 3.33 fs. For m = 4 u they are 17.52 fs and 5.58 fs. These are limits of stability for very small harmonic vibrations, not recommended steps; with anharmonic bonds at thermal amplitudes a trajectory can become unstable at a shorter step. The gain follows from

1/m + 2/M = 1 + 1/6 = 1.167 u⁻¹ for m = 1 u,
1/m + 2/M = 1/4 + 1/6 = 0.417 u⁻¹ for m = 4 u,

√(1.167/0.417) = 1.67.

It is less than √4 = 2 because the middle atom takes part in the vibration and has not become heavier.

A longer step is useful only if the motion of interest has not slowed by as much. The bend contains the same factor 1/m + 2/M as the antisymmetric stretch. Its period grows from 187 fs to 313 fs, again by 1.67. The number of steps at the stability limit in one bend period is

(2π/ω_bend)/(2/ω_anti) = π √(k r₀²/(2b)) = π √(32/0.1) = 56.2,

for either mass. Nothing is saved in following small bending vibrations about the straight geometry. The thermal bend of this model is wide, and these small-amplitude periods, with their exact ratio, do not carry over to it unchanged. The symmetric stretch slows by 2.00 and costs more steps per period than before. The full gain of 1.67 belongs to motions whose period does not depend on m. If every mass in a system were multiplied by the same number c, Newton's equations would keep their form with time stretched by √c. Every period and the step limit would grow together, and nothing would be gained.

**Rigid bonds bring the mass back**

Another way to remove the fast stretches is to hold the bond lengths fixed. The momenta along the bonds then disappear, and the cancellation shown above can fail.

Fix r₁ = r₂ = r₀ in the planar molecule. Let v be the velocity of the middle atom and φ₁, φ₂ the directions of the bonds. The end atoms have velocities v + r₀φ̇₁n₁ and v + r₀φ̇₂n₂, where n₁ and n₂ are unit vectors perpendicular to the bonds, so n₁·n₂ = cos θ. With w = φ̇₁n₁ + φ̇₂n₂ and total mass M_t = M + 2m,

E_kin = ½M_t v² + m r₀ v·w + ½m r₀²(φ̇₁² + φ̇₂²).

Completing the square with u = v + (m r₀/M_t)w gives

E_kin = ½M_t u² + ½m r₀²(φ̇₁² + φ̇₂²) − (m²r₀²/(2M_t)) w².

Here w² = φ̇₁² + φ̇₂² + 2φ̇₁φ̇₂ cos θ. Replacing v by u only adds multiples of the angular velocities to v, a change of variables with determinant 1, so det A can be read off from this form. The variable u contributes M_t². The angular velocities contribute the determinant of a 2×2 matrix with diagonal elements P and off-diagonal elements −Q cos θ, where

P = m r₀²(1 − m/M_t) = m r₀²(M + m)/M_t,
Q = m²r₀²/M_t.

Therefore

det A = M_t²(P² − Q²cos²θ) = M_t²P²(1 − a²cos²θ),
a = Q/P = m/(m + M).

The momentum integral is proportional to √(det A), so the density of the angle is

p(θ) ∝ √(1 − a²cos²θ) exp(−βb cos θ).

The masses no longer factor out. The extra weight is smallest for straight and folded molecules. If the middle atom is very heavy, a tends to 0 and the weight becomes constant. If it is very light, a tends to 1 and the weight tends to |sin θ|, which excludes the straight geometry.

This is not the limit of ever stiffer springs. With flexible bonds the density of θ in this model is proportional to exp(−βb cos θ) for every k, because the bond lengths separate from the angle. Stiff bonds keep their thermal momenta; rigid bonds have none.

The size of the effect depends on where the light atom sits. Between two ends of 12 u, a middle atom of 1 u has a = 0.923 and ⟨cos θ⟩ = −0.609, against −0.698 with flexible bonds. Making it 4 u gives a = 0.75 and ⟨cos θ⟩ = −0.658. Trajectories with rigid bonds give −0.604 ± 0.006 and −0.660 ± 0.006, in agreement with the formula. Here a heavier light atom does change the classical structure.

For light atoms at the ends of a 12 u centre the effect is slight. The value is −0.6975 for ends of 1 u and −0.6948 for ends of 4 u, a shift of 0.003, below the statistical errors of the flexible trajectories above. Where it matters, the flexible average of a function of θ can be recovered by weighting each rigid configuration with 1/√(1 − a²cos²θ).

**A time step can imitate a mass effect**

The distribution exp(−βV) belongs to exact sampling. A finite step h can distort it, by an amount that depends on mass and on how the integrator and thermostat are arranged. Take the antisymmetric stretch as a harmonic mode with coordinate q = (e₁ − e₂)/√2, stiffness k and effective mass μ, where 1/μ = 1/m + 2/M. Write g = ω²h² = kh²/μ. A Verlet step consists of half a kick, a drift and half a kick:

q′ = q + (h/μ)(p − hkq/2) = (1 − g/2)q + (h/μ)p,
p′ = p − (hk/2)(q + q′) = (1 − g/2)p − hk′q,  k′ = k(1 − g/4).

Now form p′²/μ + k′q′². The terms in qp cancel. Both p²/μ and k′q² are multiplied by

(1 − g/2)² + h²k′/μ = 1 − g + g²/4 + g − g²/4 = 1.

The step thus conserves p²/(2μ) + k′q²/2, an oscillator energy with a softened spring. The same number is the determinant of the step, so areas in the (q, p) plane are preserved. A Gaussian density built from this energy is therefore unchanged by the step. It is also unchanged by a thermostat that partly refreshes p from its thermal distribution before and after each step, because its momentum part is that distribution. The sampled variance is

⟨q²⟩ = T/k′ = (T/k)/(1 − ω²h²/4) = (T/k)/(1 − (h/h_max)²).

At h = 1 fs this exceeds the exact T/k by 9.9% for m = 1 u and by 3.3% for m = 4 u. With this integrator and thermostat, two runs with the same step would show a narrower distribution for the heavier atom, just as the belief predicts. The difference is an integration error, and the heavier atom is closer to the right answer. It vanishes as h goes to 0, and for this mode it is also absent when both runs use the same fraction of h_max.

**Where the belief is right**

For quantum nuclei, positions and momenta cannot be averaged separately, and mass does affect structure. Level n of a harmonic mode has energy ω(n + ½), half of which is potential, so k⟨q²⟩/2 = ω(n + ½)/2. The thermal mean of n is 1/(exp(βω) − 1), and adding ½ gives ½ coth(βω/2). Therefore

⟨q²⟩ = (ω/(2k)) coth(βω/2).

When βω is small, coth(βω/2) approaches 2/(βω) and the classical T/k returns. The stretch considered here is far from that limit. For m = 1 u its quantum of energy is 0.395 eV, so βω = 0.395/0.025 = 15.8 and the coth is practically 1. Then

⟨q²⟩ = 0.395/(2 × 32) Å² = 0.0062 Å²,

a root-mean-square amplitude of 0.079 Å. For m = 4 u it is 0.061 Å. The classical value is 0.028 Å for both.

So in the quantum case the heavier atom does have the narrower distribution. In this regime ω falls as μ^(−1/2), and the amplitude falls as μ^(−1/4). A difference between the measured structures of two isotopic forms of a substance is therefore no evidence against mass replacement in a classical simulation. In a method that samples the quantum distribution of the nuclei, the true mass has to be kept in the Hamiltonian that defines that distribution.

For the classical run with flexible bonds and canonical sampling, including the overall rotation if the molecule is isolated, the structural averages may be reported as those of the original system once they are converged in time step and run length. They also carry whatever error the classical treatment of hydrogen had at the start: for this stretch, an amplitude about a third of the quantum one. Changing the mass in the classical run neither cures that error nor makes it worse. The numerical check covers the flexible and rigid averages, the mode frequencies, the stability limit, and the finite-step and quantum variances.

Table of computed values

```
stretch stiffness 32.0 eV/A^2, anharmonicity 2.0 1/A
reference bond length 1.0 A, bend strength 0.050 eV, kT 0.025 eV
trajectories per case 800
FLEXIBLE BONDS, middle atom 12 u
velocity draws 70, of which discarded 25
integral: mean bond length 1.00315 A = 1.89568 bohr
integral: mean squared stretch 8.077e-04 A^2
integral: mean cos(theta) -0.6978
dynamics, ends 1 u: bond length 1.00314 +- 0.00002 A
dynamics, ends 1 u: squared stretch 8.066e-04 +- 5.1e-06 A^2
dynamics, ends 1 u: cos(theta) -0.7005 +- 0.0040
dynamics, ends 4 u: bond length 1.00315 +- 0.00002 A
dynamics, ends 4 u: squared stretch 8.101e-04 +- 5.3e-06 A^2
dynamics, ends 4 u: cos(theta) -0.6942 +- 0.0072
DYNAMICS AND TIME STEP, flexible bonds
ends 1 u: antisymmetric stretch period 10.47 fs
ends 1 u: symmetric stretch period 11.31 fs
ends 1 u: bend period 187.3 fs
ends 1 u: Verlet stability limit 3.332 fs
ends 1 u: limit steps per bend period 56.20
ends 4 u: antisymmetric stretch period 17.52 fs
ends 4 u: symmetric stretch period 22.62 fs
ends 4 u: bend period 313.4 fs
ends 4 u: Verlet stability limit 5.576 fs
ends 4 u: limit steps per bend period 56.20
gain in stable time step 1.6733
square root of end-mass ratio 2.0000
slowing of symmetric stretch 2.0000
RIGID BONDS, mean cos(theta)
velocity draws 26, of which discarded 8
ends 12 u, middle 1 u: a = 0.9231, density -0.6089
ends 12 u, middle 1 u: dynamics -0.6040 +- 0.0062
ends 12 u, middle 4 u: a = 0.7500, density -0.6580
ends 12 u, middle 4 u: dynamics -0.6602 +- 0.0055
ends 1 u, middle 12 u: a = 0.0769, density -0.6975
ends 4 u, middle 12 u: a = 0.2500, density -0.6948
HARMONIC ANTISYMMETRIC STRETCH, middle atom 12 u
exact classical variance 7.8125e-04 A^2, rms 0.0280 A
ends 1 u: Verlet variance / exact at 1.0 fs 1.0990
ends 1 u: quantum energy spacing 0.3950 eV
ends 1 u: quantum rms amplitude 0.0786 A
ends 4 u: Verlet variance / exact at 1.0 fs 1.0332
ends 4 u: quantum energy spacing 0.2361 eV
ends 4 u: quantum rms amplitude 0.0607 A
```
